# Conductance of an undoped graphene Corbino disk by conformal mapping

## The problem

A graphene ring \(r_1<r<r_2\) is held at its Dirac point. Heavily doped graphene contacts fill \(r<r_1\) and \(r>r_2\), and the inner contact is a reservoir that absorbs every wave entering it. The sheet is clean, and its potential is smooth on the lattice scale, so the valleys do not mix. Electrons do not interact, and temperature and bias are vanishingly small.

1. Map the ring to a strip and find the transmission of each mode at zero magnetic field.
2. Find the conductance of a ring that is not too wide, and the size of the error made.
3. Apply a uniform perpendicular field \(B\) to the inner contact and the ring. Show that the conductance is periodic in the flux \(\Phi=\pi B(r_2^2-r_1^2)\) through the ring, and find the period.
4. Evaluate the results for \(r_1=25\) nm, \(r_2=250\) nm, and judge whether a real device could show them.

The algebra uses atomic units, \(\hbar=e=m_e=1\), so \(h=2\pi\) and the flux quantum \(h/e\) is \(2\pi\). The electron has charge \(-1\), hence \(\mathbf p\to\boldsymbol\pi=\mathbf p+\mathbf A\). In one valley

\[
H=v\,\boldsymbol\sigma\cdot\boldsymbol\pi+V(r),\qquad \psi=(\psi_A,\psi_B)^T .
\]

## Hints

**Hint 1.** At zero energy and zero field, write the Dirac equation with \(z=x+iy\) and \(\bar z\). What kind of function is each component?

**Hint 2.** The logarithm turns circles into straight lines. Rescale the spinor so that the current through a circle equals the current through the corresponding line. Then ask what the rescaling does to the sign of the spinor after one turn.

**Hint 3.** In a very heavily doped contact the angular motion is negligible, and the waves become eigenvectors of \(\sigma_x\) in the strip.

**Hint 4.** A rotationally symmetric field enters through the flux enclosed by each circle. Integrate it along the strip.

**Hint 5.** A sum over equally spaced modes is a periodic function of their common shift. Expand it in a Fourier series.

## Full solution

### From ring to strip

Without a field,

\[
\boldsymbol\sigma\cdot\mathbf p=-i\begin{pmatrix}0&\partial_x-i\partial_y\\ \partial_x+i\partial_y&0\end{pmatrix}
=-2i\begin{pmatrix}0&\partial_z\\ \partial_{\bar z}&0\end{pmatrix}.
\]

In the ring \(E=V\), so \(\partial_{\bar z}\psi_A=0\) and \(\partial_z\psi_B=0\): \(\psi_A\) is analytic in \(z\), and \(\psi_B\) in \(\bar z\). Analytic functions stay analytic under a conformal map. Take

\[
w=\ln\frac{z}{r_1}=u+i\varphi,\qquad 0<u<L,\qquad L=\ln\frac{r_2}{r_1},
\]

which gives a strip of length \(L\) and circumference \(2\pi\). Define the strip spinor \(\chi\) by

\[
\psi_A=z^{-1/2}\chi_A,\qquad \psi_B=\bar z^{-1/2}\chi_B .
\]

The radial spin matrix is \(\sigma_r=\sigma_x\cos\varphi+\sigma_y\sin\varphi\), so

\[
r\,\psi^\dagger\sigma_r\psi=2r\,\mathrm{Re}\big(\psi_A^*e^{-i\varphi}\psi_B\big)
=2\,\mathrm{Re}\big(e^{i\varphi/2-i\varphi+i\varphi/2}\chi_A^*\chi_B\big)=\chi^\dagger\sigma_x\chi .
\]

The current per unit angle is therefore preserved, and transmission may be computed in the strip.

The physical spinor \(\psi\) is single-valued, but \(z^{-1/2}\) changes sign when \(\varphi\) grows by \(2\pi\). Hence \(\chi\) must change sign too: \(\chi\propto e^{ij\varphi}\) with \(j=\pm\tfrac12,\pm\tfrac32,\dots\) The zero modes are \(\chi_A\propto e^{jw}\) and \(\chi_B\propto e^{-j\bar w}\). One component grows along the strip and the other decays.

### The strip equation with field and potential

The contacts and the field can be included together. Choose \(A_r=0\). The line integral of \(\mathbf A\) around a circle is the enclosed flux, so

\[
\alpha(r)\equiv rA_\varphi=\frac{\Phi_{\rm enc}(r)}{2\pi}.
\]

This is the enclosed flux in units of \(h/e\). In polar coordinates

\[
\pi_x\pm i\pi_y=-ie^{\pm i\varphi}\Big[\partial_r\pm\frac{i}{r}\partial_\varphi\mp A_\varphi\Big].
\]

Insert \(\psi_A=r^{-1/2}e^{i(j-1/2)\varphi}\chi_A(u)\) and \(\psi_B=r^{-1/2}e^{i(j+1/2)\varphi}\chi_B(u)\). Since \(r\,\partial_r=d/du\), the derivative of \(r^{-1/2}\) contributes \(-\tfrac12\). The brackets become

\[
r^{-3/2}\big[\chi_A'-\tfrac12\chi_A-(j-\tfrac12)\chi_A-\alpha\chi_A\big]=r^{-3/2}\big[\chi_A'-(j+\alpha)\chi_A\big],
\]
\[
r^{-3/2}\big[\chi_B'-\tfrac12\chi_B+(j+\tfrac12)\chi_B+\alpha\chi_B\big]=r^{-3/2}\big[\chi_B'+(j+\alpha)\chi_B\big].
\]

The halves cancel, which is the work done by the factors \(z^{-1/2}\) and \(\bar z^{-1/2}\). With \(\kappa=r(E-V)/v\), the Dirac equation is

\[
\chi_A'=(j+\alpha)\chi_A+i\kappa\chi_B,\qquad
\chi_B'=-(j+\alpha)\chi_B+i\kappa\chi_A. \tag{1}
\]

### Matching to the contacts

In the contacts \(V\to-\infty\), so \(\kappa\to+\infty\) and the terms in \(j+\alpha\) drop out. The solutions are \((1,\pm1)^Te^{\pm i\int\kappa\,du}\), with current \(\chi^\dagger\sigma_x\chi=\pm2\). The upper sign moves outward.

In the ring \(\kappa=0\), and (1) integrates at once:

\[
\chi_A(L)=e^{\Lambda_j}\chi_A(0),\quad \chi_B(L)=e^{-\Lambda_j}\chi_B(0),\quad
\Lambda_j=jL+\int_0^L\alpha\,du. \tag{2}
\]

Let a wave of unit amplitude arrive from the inner contact, with reflected amplitude \(\rho\) and transmitted amplitude \(\tau\). The spinor is continuous at both edges:

\[
(1+\rho)e^{\Lambda_j}=\tau,\qquad(1-\rho)e^{-\Lambda_j}=\tau .
\]

Divide by the exponentials and add: \(2=\tau(e^{-\Lambda_j}+e^{\Lambda_j})\). Hence

\[
\tau=\frac1{\cosh\Lambda_j},\qquad T_j=\frac1{\cosh^2\Lambda_j}. \tag{3}
\]

Subtraction gives \(\rho=-\tanh\Lambda_j\), so \(\rho^2+\tau^2=1\) and current is conserved. At zero field \(\Lambda_j=jL\), which answers question 1. Transport proceeds through evanescent waves, although the ring has no gap.

The other valley has kinetic term \(v(-\sigma_x\pi_x+\sigma_y\pi_y)=-\sigma_x(v\,\boldsymbol\sigma\cdot\boldsymbol\pi)\sigma_x\). After exchanging its components, the ring equation at \(\kappa=0\) is the same, while the current operator changes sign. Outward waves are now \((1,-1)^T\) and inward waves \((1,1)^T\). The second matching equation becomes \((-1+\rho)e^{-\Lambda_j}=-\tau\), which is the old one. Both valleys therefore have the same \(T_j\), and with spin

\[
G=\frac{4e^2}{h}\sum_jT_j .
\]

### The logarithmic conductance and its error

If \(L\) is small, \(T_j\) changes little between neighbouring \(j\), whose spacing is 1. The sum then becomes an integral:

\[
\sum_j\frac1{\cosh^2 jL}\simeq\int_{-\infty}^{\infty}\frac{dj}{\cosh^2jL}=\frac2L,
\qquad
G\simeq\frac{8e^2}{h}\,\frac1{\ln(r_2/r_1)} . \tag{4}
\]

To find the error, shift all modes by \(\delta\) and define \(S(\delta)=\sum_n f(n+\tfrac12+\delta)\), with \(f(x)=1/\cosh^2Lx\). This has period 1 in \(\delta\). In its Fourier coefficients, substitute \(x=n+\tfrac12+\delta\); the unit intervals join into the whole line:

\[
c_m=\int_0^1S\,e^{-2\pi im\delta}d\delta=(-1)^m\int_{-\infty}^\infty f(x)e^{-2\pi imx}dx .
\]

The sign is \(e^{2\pi im(n+1/2)}=(-1)^m\), a direct result of half-integer \(j\).

The integral needed is \(I(k)=\int e^{-iky}\cosh^{-2}y\,dy\). Close the contour along \(y+i\pi\), where \(\cosh^{-2}\) repeats and the exponential gains \(e^{\pi k}\). Near the enclosed pole, \(y=i\pi/2+s\) and \(\cosh^{-2}y=-1/\sinh^2s\), so the residue is \(ik\,e^{\pi k/2}\). Thus

\[
(1-e^{\pi k})I=2\pi i\cdot ik\,e^{\pi k/2}\quad\Rightarrow\quad I=\frac{\pi k}{\sinh(\pi k/2)} .
\]

With \(y=Lx\) and \(k=2\pi m/L\),

\[
S(\delta)=\frac2L\Big[1+2\sum_{m\ge1}(-1)^m\frac{a_m}{\sinh a_m}\cos2\pi m\delta\Big],\qquad a_m=\frac{\pi^2m}{L}. \tag{5}
\]

At \(\delta=0\) the leading relative correction to (4) is \(-2a_1/\sinh a_1\simeq-(4\pi^2/L)e^{-\pi^2/L}\) for \(L\ll\pi^2\). Equation (4) is thus an approximation at zero field, with an exponentially small error for narrow rings.

### Magnetic oscillations

For a uniform field \(\Phi_{\rm enc}=\pi Br^2\), so \(\alpha=Br^2/2\). Since \(du=dr/r\),

\[
\int_0^L\alpha\,du=\int_{r_1}^{r_2}\frac{Br}{2}dr=\frac{B(r_2^2-r_1^2)}4=\frac{\Phi}{4\pi}.
\]

Therefore \(\Lambda_j=L(j+\delta)\) with \(\delta=\Phi/(4\pi L)\). Restoring \(2\pi\to h/e\),

\[
T_j=\frac1{\cosh^2[L(j+\delta)]},\qquad
\delta=\frac{\Phi}{\Phi_0},\qquad
\Phi_0=2\,\frac he\,\ln\frac{r_2}{r_1}. \tag{6}
\]

When \(\Phi\) grows by \(\Phi_0\), each mode takes the place of its neighbour and the sum is unchanged. No shorter period exists, because the \(m=1\) term in (5) is nonzero. The \(m=0\) term shows that the flux average over one period is \((8e^2/h)/L\) for any radius ratio within this model. When the first harmonic dominates, zero flux is a minimum. At half a period \(j=-\tfrac12\) gives \(\Lambda_j=0\), and that mode is fully transmitted.

### Numbers

For the chosen radii \(L=\ln10=2.303\). The zero-field transmissions for \(|j|=\tfrac12,\tfrac32,\tfrac52\) are \(0.3306\), \(0.00399\) and \(0.00004\). Each occurs for both signs of \(j\), so

\[
G(0)=8\,(0.3306+0.00399+0.00004)\,\frac{e^2}{h}=2.68\,\frac{e^2}{h}=104\ \mu\mathrm S .
\]

Equation (4) gives \(8/2.303=3.47\,e^2/h\), or 135 μS. The zero-flux value lies 23% below this, and the half-period value, \(4.32\,e^2/h\) or 167 μS, lies 24% above. The first harmonic alone gives 23.6% both ways; the even harmonics raise both extremes slightly.

The flux period is \(2L=4.605\) flux quanta. With \(h/e=4.136\times10^{-15}\) Wb,

\[
\Delta B=\frac{4.605\times4.136\times10^{-15}\ \mathrm{Wb}}{\pi(250^2-25^2)\times10^{-18}\ \mathrm{m^2}}=98\ \mathrm{mT}.
\]

### Beside a real device

The estimates below use the rough velocity \(10^6\) m/s. In suspended sheets at very low density, electron interactions, which the model omits, raise the velocity by a factor of about two to three. Energies and temperatures quoted here scale with \(v\), while conductances at a given carrier density do not depend on it. The energy scale \(\hbar v/r_2\) is 2.6 meV. At 4 K the conductances at zero flux and half a period become 2.70 and \(4.21\,e^2/h\); at 20 K they are 3.30 and \(3.53\,e^2/h\). The maximum has then moved to lower flux, with \(3.66\,e^2/h\) at 0.35 periods, so only about a quarter of the first rise remains. Strict periodicity is also lost, because it holds only at the Dirac point: at 4 K the value at 3/2 periods is just \(2.71\,e^2/h\). Residual charge is more serious. A density of \(10^9\) cm\(^{-2}\), roughly that of very clean suspended sheets, treated as a uniform offset, shifts the energy by 3.7 meV. At 0, ½, 1 and 3/2 periods the conductance is then 3.59, 2.67, 0.99 and \(0.23\,e^2/h\): these points fall steadily instead of oscillating. Real charge puddles vary in space, which this estimate omits. A mean free path equal to the ring width would need a mobility of about \(6\times10^5\) cm²/Vs at that density, which is demanding. By contrast, a contact Fermi energy of 0.3 eV with abrupt contact edges changes the two zero-temperature extremes by less than 0.1%, and the Zeeman splitting after one period is 11 μeV. Gradual edges matter more, since they shift the effective ends of the undoped ring. A smooth potential step of 0.3 eV centred on each edge, with 9 nm between 10% and 90% of its height, raises the zero-flux value by about 9%. A step reaching only into the ring shortens the undoped region and also raises this value, while one lying wholly inside the contacts lowers it. Observing even the first oscillation in this geometry therefore calls for an energy offset well below \(\hbar v/r_2\), besides low temperature and ballistic motion. Each further period demands a smaller offset: at one tenth of \(\hbar v/r_2\), the conductances at ½, 3/2 and 5/2 periods are 4.30, 3.41 and \(0.47\,e^2/h\).

## Variation 1: a different field profile

*How does the period change if the flux is a thin solenoid through the inner contact, or if the field is kept out of that contact?*

Equation (2) covers both cases. The shift is the enclosed flux averaged over \(\ln r\):

\[
\delta=\frac1L\int_{r_1}^{r_2}\frac{\Phi_{\rm enc}(r)}{h/e}\,\frac{dr}{r}.
\]

For the solenoid the enclosed flux is the same at every radius in the ring. Hence \(\delta=\Phi_{\rm sol}/(h/e)\), and the period is \(h/e\).

If the field fills the ring alone, \(\alpha=B(r^2-r_1^2)/2\), and

\[
\delta=\frac{B(r_2^2-r_1^2)}{4L}-\frac{Br_1^2}{2}
=\frac{\Phi}{h/e}\Big[\frac1{2L}-\frac1{(r_2/r_1)^2-1}\Big].
\]

The last step uses \(B=2\,[\Phi/(h/e)]/(r_2^2-r_1^2)\). For \(r_2/r_1=10\) the period is 4.83 flux quanta through the ring, against 4.61 when the field also crosses the inner contact. The period in (6) therefore belongs to the stated field profile, even though \(\Phi\) counts the ring flux alone.

## Variation 2: a very wide ring

*What replaces the logarithmic law when \(R=r_2/r_1\gg1\)?*

At zero field the modes \(j=\pm\tfrac12\) dominate. From \(\cosh(L/2)=(\sqrt R+1/\sqrt R)/2\),

\[
T_{\pm1/2}=\frac{4R}{(R+1)^2}\simeq\frac4R,\qquad
G(0)\simeq\frac{4e^2}{h}\cdot2\cdot\frac4R=\frac{32e^2}{h}\,\frac{r_1}{r_2}.
\]

The computed conductances, in \(e^2/h\), show the crossover:

| \(R\) | \(8/L\) | zero flux | half period |
|---:|---:|---:|---:|
| 2 | 11.542 | 11.541 | 11.542 |
| 5 | 4.971 | 4.707 | 5.237 |
| 50 | 2.045 | 0.615 | 4.013 |
| 1000 | 1.158 | 0.0319 | 4.000 |

At \(R=5\) the logarithmic law is about 5% from either extreme; at \(R=50\) it describes neither. For \(R=1000\) the wide-ring law gives 0.0320.

Near half a period one mode carries almost all the current:

\[
G\simeq\frac{4e^2}{h}\,\frac1{\cosh^2[L(\delta-\tfrac12)]}.
\]

Half maximum occurs at \(L|\delta-\tfrac12|=\ln(1+\sqrt2)\). Since \(\Phi=2L\delta\,(h/e)\), the full width in flux is \(4\ln(1+\sqrt2)\,(h/e)\), about \(3.5\,h/e\), the same for all very wide rings. The spacing \(2L\,(h/e)\) keeps growing with \(R\), so the oscillation turns into separate peaks of height \(4e^2/h\). The area under one peak, \(\int 4\cosh^{-2}(Lx)\,dx=8/L\), still gives the flux average in (5). In a wide ring the logarithmic law thus survives as an average over flux, while the zero-field conductance falls as \(r_1/r_2\).

## Computed results

```
radii r1, r2: 25, 250 nm
velocity: 1.0e+06 m/s; hbar v: 0.6582 eV nm
L = ln(r2/r1): 2.3026
largest error of T_j, disk solver: 3.3e-08
zero flux T at |j|=0.5: 3.306e-01
zero flux T at |j|=1.5: 3.992e-03
zero flux T at |j|=2.5: 4.000e-05
smooth G = 8/L: 3.4744 e^2/h = 134.6 uS
G at zero flux: 2.6769 e^2/h = 103.7 uS
G at half period: 4.3169 e^2/h = 167.2 uS
first harmonic / average: 0.2359
flux period 2L: 4.6052 h/e
flux period from maxima: 4.6052 h/e
field period: 97.98 mT
ring-flux period, inner contact screened: 4.8298 h/e
r2/r1 | 8/L | G zero flux | G half period (e^2/h)
     2 | 11.54156 | 11.54113 | 11.54199
     5 | 4.97068 | 4.70706 | 5.23660
    10 | 3.47436 | 2.67689 | 4.31693
    50 | 2.04498 | 0.61540 | 4.01279
  1000 | 1.15812 | 0.03194 | 4.00003
wide-ring law 32 r1/r2 at ratio 1000: 0.03200 e^2/h
energy scale hbar v/r2: 2.633 meV
T=4 K, kT=0.345 meV: G zero flux 2.701, half period 4.212 e^2/h
T=20 K, kT=1.723 meV: G zero flux 3.296, half period 3.534 e^2/h
density 1e+09 cm^-2: offset 3.69 meV, k r2 = 1.40
  G at 0, 1/2, 1, 3/2 periods: 3.589, 2.672, 0.989, 0.229 e^2/h
  mobility for mean free path r2-r1: 6.10e+05 cm2/Vs
density 1e+10 cm^-2: offset 11.67 meV, k r2 = 4.43
  G at 0, 1/2, 1, 3/2 periods: 7.909, 7.682, 4.881, 0.717 e^2/h
  mobility for mean free path r2-r1: 1.93e+05 cm2/Vs
contact Fermi energy 0.3 eV: k r1 = 11.39
  G zero flux 2.6788, half period 4.3132 e^2/h
orbit radius in contacts at one period: 3062 nm
Zeeman splitting (g=2) at one period: 11.34 ueV
trigonal warping, bond/(4 r1), bond 0.142 nm: 1.42e-03
```
